\section*{Shockley End States of a Chain with Crossed s and p Bands}

\section{What a bulk count of levels misses}

Cut a chain of $N$ atoms out of an infinite crystal and leave its end atoms unaltered. If a level in the gap required a changed potential at the end, each of the two bands would keep $N$ levels, and $2N$ electrons, two per level, would fill the lower band and leave a gap above it. For crossed bands in the model below this is wrong. A long chain then has $N-1$ levels in each band and two levels in the gap, the even and odd combinations of two states localized one at each end. Independent electrons fill one of these two nearly degenerate levels, and the lowest excitation costs almost nothing. This filling holds only without electron repulsion: once the repulsion of two electrons in one end state exceeds the tiny splitting, each end holds one electron, the spin excitation stays nearly free, and moving an electron from one end to the other costs a finite energy. The theorem below says when this happens.

\section{Model and theorem}

Each site $n$, at spacing $a$, carries an s orbital and a p orbital directed along the chain, with its positive lobe towards larger $n$. The orbitals are orthonormal, and only nearest neighbours are coupled. The on-site energies are $E_s$ and $E_p$, with $\Delta=E_p-E_s>0$. The hoppings are
\begin{align}
\langle s_n|H|s_{n+1}\rangle&=-A, & \langle p_n|H|p_{n+1}\rangle&=+B,\nonumber\\
\langle s_n|H|p_{n+1}\rangle&=+V, & \langle p_n|H|s_{n+1}\rangle&=-V,
\end{align}
with $A,B,V>0$. These are the signs for an attractive interaction: the matrix element is negative when the facing lobes have equal sign and positive when they have opposite sign. For amplitudes $s_n,p_n$ the Schr\"odinger equation reads
\begin{align}
(E_s-E)s_n-A(s_{n+1}+s_{n-1})+V(p_{n+1}-p_{n-1})&=0,\label{s}\\
(E_p-E)p_n+B(p_{n+1}+p_{n-1})-V(s_{n+1}-s_{n-1})&=0.\label{p}
\end{align}
The minus signs inside the $V$ terms arise because the p orbital is odd. The cut chain has sites $n=1,2,\dots$ with all parameters at their bulk values. The absent neighbour of site 1 is expressed by $s_0=p_0=0$. Define
\begin{equation}
\delta=\frac{\Delta}{A+B},\qquad g=\frac{V}{\sqrt{AB}},\qquad E_0=\frac{BE_s+AE_p}{A+B}.
\end{equation}

\textbf{Theorem.} Let $\delta\neq2$. The bulk has a gap containing $E_0$. The cut chain has a normalizable state with energy in this gap if and only if the bands have crossed, $\Delta<2(A+B)$. The state is then unique and has energy $E_0$.

\section{Lemma 1: crossing and gap}

\emph{The s and p levels at $k=\pi$ exchange order at $\delta=2$. For $\delta\ne2$, $E_0$ lies in a gap.}

\emph{Proof.} A Bloch wave $\propto e^{ikn}$ in (\ref{s}) and (\ref{p}) gives
\begin{equation}
H(k)=\begin{pmatrix}E_s-2A\cos k&2iV\sin k\\-2iV\sin k&E_p+2B\cos k\end{pmatrix}.
\end{equation}
At $k=0$ the s level $E_s-2A$ lies below the p level $E_p+2B$. At $k=\pi$ the levels are $E_s+2A$ and $E_p-2B$. The s level is the lower one for $\Delta>2(A+B)$ and the upper one for $\Delta<2(A+B)$; the second case is what ``crossed'' means. From the definition of $E_0$,
\begin{equation}
E_s-E_0=\frac{A(E_s-E_p)}{A+B}=-A\delta,\qquad E_p-E_0=\frac{B(E_p-E_s)}{A+B}=B\delta .\label{shift}
\end{equation}
The diagonal elements of $H(k)-E_0$ are therefore $-A(\delta+2\cos k)$ and $B(\delta+2\cos k)$. The product of the off-diagonal elements is $4V^2\sin^2k$, so
\begin{equation}
\det[H(k)-E_0]=-AB(\delta+2\cos k)^2-4V^2\sin^2k .\label{det}
\end{equation}
This vanishes only if $\sin k=0$ and $\delta=-2\cos k$, which for $\delta>0$ means $k=\pi$, $\delta=2$. Otherwise it is negative, so one eigenvalue lies below $E_0$ and one above at every $k$. Both bands are continuous on a closed interval of $k$, so a finite gap surrounds $E_0$. $\square$

The coupling $V$ is essential. For $V=0$ and $\delta<2$, (\ref{det}) vanishes at $\cos k=-\delta/2$: the bands intersect and there is no gap.

\section{Lemma 2: a decaying solution}

\emph{For $\delta<2$ the cut chain has a normalizable state at $E_0$.}

\emph{Proof.} Try $(s_n,p_n)=f_n(1,r)$ with $f_0=0$. Insert this with (\ref{shift}), then divide (\ref{s}) by $-A$ and (\ref{p}) by $Br$:
\begin{align}
\delta f_n+f_{n+1}+f_{n-1}-\frac{Vr}{A}(f_{n+1}-f_{n-1})&=0,\\
\delta f_n+f_{n+1}+f_{n-1}-\frac{V}{Br}(f_{n+1}-f_{n-1})&=0.
\end{align}
The two equations agree if $r^2=A/B$. For $r=-\sqrt{A/B}$ one has $Vr/A=-g$, and both become
\begin{equation}
(1+g)f_{n+1}+\delta f_n+(1-g)f_{n-1}=0 .\label{rec}
\end{equation}
With $f_0=0$ and $f_1=1$ the solution is
\begin{equation}
f_n=\frac{\lambda_1^n-\lambda_2^n}{\lambda_1-\lambda_2},\qquad P(\lambda)=(1+g)\lambda^2+\delta\lambda+1-g=0,
\end{equation}
where $\lambda_{1,2}$ are the roots of $P$; for a double root the limit is $f_n=n\lambda^{n-1}$. The product of the roots, $(1-g)/(1+g)$, has modulus below 1. A complex pair has $|\lambda|^2$ equal to this product, so both roots lie inside the unit circle. For real roots and $\delta<2$, $P(1)=2+\delta$ and $P(-1)=2-\delta$ are both positive. As $P$ opens upwards, neither $1$ nor $-1$ lies between the roots, so both roots are above 1, both below $-1$, or both in $(-1,1)$. The product excludes the first two cases, and $f_n$ decays exponentially. $\square$

For $\delta>2$, $P(-1)<0$, so one root lies below $-1$ and $f_n$ grows. The condition for decay is the condition for crossing.

\section{Lemma 3: one orbital mixture on all sites}

\emph{A normalizable state $\psi_n=(s_n,p_n)^T$ of the cut chain with energy $E$ in the gap has the form $\psi_n=f_nv$, with $v$ independent of $n$.}

\emph{Proof.} Let $T$ be the hopping matrix with rows $(-A,V)$ and $(-V,B)$, and let $h=\mathrm{diag}(E_s,E_p)$. Equations (\ref{s}) and (\ref{p}) are $T\psi_{n+1}+T^T\psi_{n-1}+(h-E)\psi_n=0$. Multiply by $z^n$ and sum over $n\ge1$. With $\Psi(z)=\sum_{n\ge1}\psi_nz^n$, which converges for $|z|<1$, and $\psi_0=0$,
\begin{equation}
M(z)\Psi(z)=T\psi_1,\qquad M(z)=T/z+T^Tz+h-E .
\end{equation}
Multiplication by the adjugate of $M$ gives
\begin{equation}
\frac{\Psi(z)}{z}=\frac{q(z)}{Q(z)},\qquad q=z\,\mathrm{adj}M(z)\,T\psi_1,\qquad Q=z^2\det M(z).
\end{equation}
The components of $q$ are polynomials of degree at most 2, and $Q$ has degree at most 4. On the unit circle $M$ is $H(k)-E$ for some $k$, so $Q\neq0$ there because $E$ is in the gap. Since $M(1/z)=M(z)^T$, we have $Q(z)=z^4Q(1/z)$. The four zeros of $Q$, with any drop in degree counted as zeros at infinity, thus pair as $z\leftrightarrow1/z$, and two lie inside the circle. The left side is analytic there, so both components of $q$ contain these two zeros. Being at most quadratic, they are multiples of one quadratic polynomial. Hence $\Psi$ is a scalar function times a constant vector. $\square$

\section{Proof of the theorem}

Lemmas 1 and 2 give the gap and the existence. Let now $\psi_n=f_nv$ be any normalizable state in the gap. If $v$ had only an s component, (\ref{p}) would give $f_{n+1}=f_{n-1}$, which does not decay. By (\ref{s}) the same holds for a p component alone. So take $v=(1,r)$ with $r\ne0$. Equations (\ref{s}) and (\ref{p}) become
\begin{align}
(Vr-A)f_{n+1}+(E_s-E)f_n-(Vr+A)f_{n-1}&=0,\label{r1}\\
(Br-V)f_{n+1}+(E_p-E)rf_n+(Br+V)f_{n-1}&=0.\label{r2}
\end{align}
Any relation $\alpha f_{n+1}+\beta f_n+\gamma f_{n-1}=0$ for $n\ge1$ with $f_0=0$ gives, for $F(z)=\sum_{n\ge1} f_nz^n$,
\begin{equation}
(\alpha+\beta z+\gamma z^2)F(z)=\alpha f_1z .\label{F}
\end{equation}
Neither (\ref{r1}) nor (\ref{r2}) has all coefficients zero, and $F\neq0$, so $\alpha f_1\ne0$. Then $F$ fixes $\beta/\alpha$ and $\gamma/\alpha$, and the coefficients of (\ref{r1}) and (\ref{r2}) are proportional. Equality of $\gamma/\alpha$ requires
\begin{equation}
(A+Vr)(Br-V)=(A-Vr)(Br+V).
\end{equation}
The terms $ABr$ and $-V^2r$ occur on both sides and cancel. What remains is $2BVr^2=2AV$, so $r^2=A/B$. Then $Br-V=(A-Vr)/r$, and equality of $\beta/\alpha$ becomes
\begin{equation}
-(E_s-E)=r^2(E_p-E)=\frac AB(E_p-E),
\end{equation}
which gives $E=E_0$.

For $r=+\sqrt{A/B}$ the recursion is (\ref{rec}) with $g\to-g$. If $g=1$, then $\alpha=0$, which was excluded. If $g\neq1$, the product of the roots, $(1+g)/(1-g)$, has modulus above 1, so some root has $|\lambda|>1$. As $\alpha+\beta z+\gamma z^2=\alpha(1-\lambda_1z)(1-\lambda_2z)$, (\ref{F}) gives $F$ a pole at $1/\lambda$ inside the unit circle, and the state is not normalizable. For $r=-\sqrt{A/B}$ the state is that of Lemma 2, which decays for $\delta<2$ and grows for $\delta>2$. $\square$

\section{Remark 1: shape of the state}

Since $r<0$, the positive lobe of the p orbital points out of the chain and adds to the s orbital there: the state is built from dangling hybrids. Its s share is $1/(1+r^2)=B/(A+B)$ on every site.

The weight on site 1 is $w_1=1/X$, where $X=\sum_{n\ge1}f_n^2$ and $f_1=1$. Let $Y=\sum_{n\ge1}f_nf_{n+1}$ and $Z=\sum_{n\ge1}f_{n+1}f_{n-1}$. Multiply (\ref{rec}) in turn by $f_n$, $f_{n+1}$ and $f_{n-1}$ and sum:
\begin{align}
2Y+\delta X&=0,\\
(1+g)(X-1)+\delta Y+(1-g)Z&=0,\\
(1+g)Z+\delta Y+(1-g)X&=0.
\end{align}
Take $(1+g)$ times the second minus $(1-g)$ times the third. $Z$ drops out, leaving $4gX+2g\delta Y=(1+g)^2$. With $Y=-\delta X/2$,
\begin{equation}
w_1=\frac{g(4-\delta^2)}{(1+g)^2}.\label{w}
\end{equation}
This vanishes as $\delta\to2$. Setting $\lambda=-1+x$ in $P$ gives $x\simeq(2-\delta)/(2g)$ to leading order, so the amplitude decay length grows as $2ga/(2-\delta)$. The state spreads into the bulk as the gap closes.

\section{Remark 2: Shockley's count of levels}

Shockley's argument follows the levels of a finite chain as the atoms approach. Here the count rests on a symmetry. Let $D$ be diagonal, with entry $A$ for each s orbital and $B$ for each p orbital. By (\ref{shift}),
\begin{equation}
H-E_0=D^{1/2}KD^{1/2},
\end{equation}
where $K$ has on-site elements $\mp\delta$ and hoppings $\mp1$ for s and p respectively, and $\pm g$ for the mixed hoppings. Exchanging s and p on every site turns $K$ into $-K$, so the eigenvalues of $K$ come in pairs $\pm\kappa$. By Sylvester's law of inertia, $H-E_0$ has as many negative eigenvalues as $K$. Unless $K$ has a zero eigenvalue, $N$ levels lie below $E_0$ and $N$ above, whether or not the bands have crossed.

For $\delta<2$ a long chain has the state of Lemma 2 at its left end and its mirror image, with $r=+\sqrt{A/B}$, at its right end. Each solves the finite problem up to an exponentially small error at the far end, so two levels lie close to $E_0$. To see on which side they lie, note that $K$ is itself a chain of this model, with $A=B=1$, $V=g$, the same $\delta$ and $E_0=0$. By the theorem it has one state per end, hence two eigenvalues near zero, and the pairing makes them $\pm\kappa$; in increasing order they are the $N$-th and the $(N+1)$-th. With $y=D^{1/2}x$ one has $x^\dagger(H-E_0)x=y^\dagger Ky$ and $\min(A,B)|x|^2\le|y|^2\le\max(A,B)|x|^2$, so by the min-max principle the $j$-th eigenvalue of $H-E_0$ is the $j$-th eigenvalue of $K$ times a factor between $\min(A,B)$ and $\max(A,B)$. The two levels near $E_0$ are thus the $N$-th and the $(N+1)$-th, one on each side (both at $E_0$ if $\kappa=0$), and $N-1$ levels remain below them and $N-1$ above. Each band has given up one level.

\section{Remark 3: a worked case}

Take round parameters $E_s=-6$ eV, $E_p=2$ eV and, at $a=2.5$ \AA, $A=2$, $B=3$, $V=2$ eV. Let all hoppings scale as $\exp[-(a-2.5\,\text{\AA})/(1\,\text{\AA})]$, which leaves $g$ and $E_0$ unchanged. The bands cross where $10\exp[-(a-2.5\,\text{\AA})/(1\,\text{\AA})]=8$, at $a=2.5+\ln1.25=2.723$ \AA. For an open chain of 80 sites, diagonalization gives:

\begin{center}
\begin{tabular}{ccc}
$a$ (\AA) & gap (eV) & levels below / in / above gap\\
3.00 & $-3.57$ to $-1.64$ & 80 / 0 / 80\\
2.75 & $-2.88$ to $-2.67$ & 80 / 0 / 80\\
2.60 & $-3.43$ to $-2.38$ & 79 / 2 / 79\\
2.50 & $-4.00$ to $-2.00$ & 79 / 2 / 79
\end{tabular}
\end{center}

At $2.5$ \AA, $\delta=8/5=1.6$ and $g=2/\sqrt6=0.816$. The energy is $E_0=[3(-6)+2(2)]/5=-2.80$ eV ($-0.1029$ hartree), and the two gap levels differ by only $2\times10^{-10}$ eV. The roots are $-0.745$ and $-0.136$. The larger in modulus sets the amplitude decay length $-2.5/\ln0.745=8.5$ \AA\ (16.1 bohr). Equation (\ref{w}) gives $w_1=0.8165(4-2.56)/(1.8165)^2=0.356$, and diagonalization gives the same value for the weight on site 1 summed over the two gap levels, each of which is shared equally between the two ends. The s share is $3/5$. The count $N-1$ / 2 / $N-1$ needs a chain long compared with the decay length: at $a=2.72$ \AA\ the bands have crossed, but $2g/(2-\delta)\approx260$ sites, and the 80-site chain has no level in the gap. The numerical check also tests the level count on random chains on both sides of the crossing.

\section{Remark 4: Tamm states and limits of the result}

Without crossing, a gap level needs a perturbed end. At $a=3.5$ \AA\ the unperturbed chain has none. Raising both orbitals of the first site by 3 eV produces one at $-2.93$ eV, with 91\% of its weight on that site. This is a Tamm state. Its energy is close to that of the raised s orbital, $-6+3=-3$ eV.

In the crossed chain, a shift $U$ of both orbitals on the end site moves the Shockley level by $Uw_1$ to first order in $U$. Existence at an unperturbed end therefore does not fix the level at $E_0$ on a real surface, and a strong perturbation may push it out of the gap. The value of $E_0$ and the sharp criterion $\delta<2$ were derived for orthonormal orbitals and nearest-neighbour hopping. Overlap and farther hopping shift the levels at $k=\pi$ and hence the crossing: second-neighbour hoppings $-A'$ and $+B'$ put them at $E_s+2A-2A'$ and $E_p-2B+2B'$, so the crossing moves to $\Delta=2(A+B-A'-B')$. The proof that the level lies at $E_0$ does not cover such terms, although the symmetry of Remark 2 survives when all second-neighbour hoppings are one common fraction of the first-neighbour ones.

\section*{Numbers as computed}
\begin{verbatim}
On-site energies Es, Ep: -6.0, 2.0 eV
Hoppings A, B, V at 2.5 angstrom: 2.0, 3.0, 2.0 eV
Range of the exponential scaling: 1.0 angstrom
Spacing at which the bands cross: 2.7231 angstrom
Energy at which the gap closes there: -2.8000 eV
Approach of the atoms, open chain of 80 sites:
a (angstrom) | delta | gap from, to (eV) | levels below/in/above gap | larger |root| | s share, lower band, k=pi
3.50 | 4.3493 | -4.5285, -0.2073 | 80/0/80 | 2.3513 | 1.000
3.00 | 2.6380 | -3.5739, -1.6392 | 80/0/80 | 1.3790 | 1.000
2.75 | 2.0544 | -2.8848, -2.6728 | 80/0/80 | 1.0332 | 1.000
2.60 | 1.7683 | -3.4290, -2.3807 | 79/2/79 | 0.8553 | 0.000
2.50 | 1.6000 | -4.0000, -2.0000 | 79/2/79 | 0.7453 | 0.000
2.30 | 1.3100 | -5.3284, -1.1144 | 79/2/79 | 0.5309 | 0.000
End state at 2.5 angstrom: delta = 1.6000, g = 0.8165
Energy E0 from the formula: -2.800000 eV = -0.102898 hartree
The two gap levels of the chain: -2.800000, -2.800000 eV
Splitting of these two levels: 2.3e-10 eV
Roots: -0.7453, -0.1355
Amplitude decay length: 8.503 angstrom = 16.068 bohr
p/s amplitude ratio, left end: -0.8165; right end: 0.8165
s share of the end state: 0.6000
Weight on the end site from the formula: 0.3563
Weights on sites 1 to 5 from diagonalization: 0.3563, 0.2765, 0.1623, 0.0910, 0.0506
Tamm case at 3.5 angstrom, end site raised by 3.0 eV:
Gap levels: 1; energy -2.9298 eV; weight on end site 0.9086
Random chains tested: 20 crossed, 20 uncrossed
\end{verbatim}
